# The High-Energy K-Shell Photoionization Law and Its Slow Coulomb Correction

## A special case: the electron leaves without feeling the nucleus

Let one electron occupy the 1s state of a fixed point charge $Ze$, and let a photon of energy $\hbar\omega$ remove it. Suppose first that the freed electron feels no force, so that its final state is a plane wave.

Gaussian units are used. The treatment is nonrelativistic, with no screening by other electrons. The vector potential of the light is taken as uniform in space (the dipole approximation). At high photon energy this requires an outgoing electron much slower than light, as estimated near the end. Define

$$\kappa=\frac{Z}{a_0},\quad a_0=\frac{\hbar^2}{me^2},\quad \alpha=\frac{e^2}{\hbar c},\quad I=\frac{\hbar^2\kappa^2}{2m},\quad \nu=\frac{\kappa}{k}=\frac{Z}{ka_0}.$$

Here $\hbar k$ is the final momentum, and energy conservation reads

$$\hbar\omega=\frac{\hbar^2(k^2+\kappa^2)}{2m},\qquad \frac{I}{\hbar\omega}=\frac{\nu^2}{1+\nu^2}.\tag{1}$$

For light polarized along $z$ with $A=A_0\cos\omega t$, the absorbing part of the coupling has strength $eA_0p_z/(2mc)$. The golden rule gives the rate

$$\frac{2\pi}{\hbar}\frac{e^2A_0^2}{4m^2c^2}\sum_f|\langle f|p_z|1s\rangle|^2\delta(E_f-E_i-\hbar\omega).$$

The electric amplitude is $\omega A_0/c$, the mean energy flux is $\omega^2A_0^2/(8\pi c)$, and the photon flux is $\omega A_0^2/(8\pi\hbar c)$. Dividing the rate by the photon flux gives the cross section per electron,

$$\sigma=\frac{4\pi^2e^2}{m^2c\,\omega}\sum_f|\langle f|p_z|1s\rangle|^2\,\delta(E_f-E_i-\hbar\omega).\tag{2}$$

The initial state is $\psi=\psi_0e^{-\kappa r}$ with $\psi_0^2=\kappa^3/\pi$. The Fourier transform of $e^{-\kappa r}/r$ is $4\pi/(k^2+\kappa^2)$; applying $-\partial/\partial\kappa$ gives

$$\varphi(k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r=\frac{8\pi\kappa\psi_0}{(k^2+\kappa^2)^2}.\tag{3}$$

For a plane wave $\langle\mathbf k|p_z|1s\rangle=\hbar k_z\varphi(k)$. The sum over states is $\int d^3k/(2\pi)^3$. The delta function leaves $mk/\hbar^2$ from $k^2dk$, and the angular integral of $k_z^2$ is $4\pi k^2/3$. Hence

$$\sigma_{PW}=\frac{4\pi^2e^2}{m^2c\omega}\,\frac{mk}{8\pi^3\hbar^2}\,\frac{4\pi\hbar^2k^2}{3}\,\varphi^2
=\frac{2e^2k^3}{3mc\,\omega}\,\frac{64\pi\kappa^5}{(k^2+\kappa^2)^4}.$$

By (1), $e^2/(mc\omega)=\alpha\hbar/(m\omega)=2\alpha/(k^2+\kappa^2)$, so

$$\sigma_{PW}=\frac{2^8\pi}{3}\,\alpha\,\frac{\kappa^5k^3}{(k^2+\kappa^2)^5}.\tag{4}$$

When $k\gg\kappa$, $k^3$ may be replaced by $(k^2+\kappa^2)^{3/2}$. This defines the Born law

$$\boxed{\sigma_B=\frac{2^8\pi}{3}\,\frac{\alpha a_0^2}{Z^2}\left(\frac{I}{\hbar\omega}\right)^{7/2}\propto Z^5\omega^{-7/2}}\tag{5}$$

since $I^{7/2}\propto Z^7$. The powers can be read from (3). At large $k$ the momentum amplitude is $8\pi\kappa\psi_0/k^4$, whose square carries $\kappa^2$ from the strength of the nuclear attraction and $\kappa^3$ from the density at the nucleus.

The replacement costs little, because $\sigma_{PW}/\sigma_B=(1+\nu^2)^{-3/2}$ has no term linear in $\nu$. The force on the outgoing electron does produce a linear term. The result to be derived in two ways is

$$\frac{\sigma}{\sigma_B}=1-\pi\nu+O(\nu^2).\tag{6}$$

## The choice of operator

With exact states, the matrix element of $p_z$ can be traded for that of $z$. With a plane wave it cannot. Let $V=-Ze^2/r$, with $Ze^2=\hbar^2\kappa/m$. Since $\partial_z\psi=-\kappa(z/r)\psi$,

$$Vz\psi=\frac{\hbar^2}{m}\,\partial_z\psi .$$

Take the commutator $[H,z]=-(\hbar^2/m)\partial_z$ between $\langle\mathbf k|$ and $\psi$. On the left, $H$ gives the kinetic energy plus $V$; on the right it gives $-I$. Therefore

$$-\frac{\hbar^2}{m}\langle\mathbf k|\partial_z|\psi\rangle=\hbar\omega\langle\mathbf k|z|\psi\rangle+\frac{\hbar^2}{m}\langle\mathbf k|\partial_z|\psi\rangle,$$

$$\hbar\omega\langle\mathbf k|z|\psi\rangle=-\frac{2\hbar^2}{m}\langle\mathbf k|\partial_z|\psi\rangle .$$

An exact final state would give the factor 1 in place of 2. The plane-wave cross section in the length form is thus four times (4) at every $k$, and going to high energy does not remove the discrepancy. In the length form, the force on the outgoing electron matters already at leading order. In the velocity form it enters at relative order $\nu$, as both derivations show.

## First derivation: one scattering on the way out

Treat $V$ as a perturbation of the final state. The state that ends as a plane wave has incoming scattered waves, so its bra is

$$\langle\psi_{\mathbf k}^-|=\langle\mathbf k|+\langle\mathbf k|V\,\frac{1}{E-H_0+i0}+\dots,\qquad E=\frac{\hbar^2k^2}{2m},$$

where $H_0$ is the kinetic energy. The amplitude is $T_0+T_1+\dots$ with $T_0=\hbar k_z\varphi(k)$. In $T_1$ the photon first raises the electron to momentum $\hbar\mathbf q$, and the nucleus then changes this to $\hbar\mathbf k$:

$$T_1=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{-4\pi Ze^2}{|\mathbf k-\mathbf q|^2}\,\frac{2m/\hbar^2}{k^2-q^2+i0}\,\hbar q_z\varphi(q).$$

The constants combine as $4\pi Ze^2\cdot2m/\hbar^2=8\pi\kappa$.

To first order in $\nu$, both $\varphi(q)$ and $\varphi(k)$ may be replaced by their tails $8\pi\kappa\psi_0/q^4$ and $8\pi\kappa\psi_0/k^4$. The first replacement fails for $q\lesssim\kappa$, but there the integrand, after averaging over angles and including $q^2dq$, is bounded by a constant. The faulty interval is a fraction of order $\nu$ of the range $q\sim k$, so the error in $T_1/T_0$ is of order $\nu^2$.

The rest of the integrand depends on the direction of $\mathbf q$ through its angle with $\mathbf k$ alone. The part of $\mathbf q$ perpendicular to $\mathbf k$ averages to zero, and $q_z$ becomes $(\mathbf q\cdot\mathbf k)k_z/k^2$. With $x=q/k$ and $\eta$ the cosine of the angle,

$$\frac{T_1}{T_0}=-\frac{\nu}{\pi^2}\int_0^\infty\! x^2dx\;2\pi\!\int_{-1}^{1}\!d\eta\;\frac{x\eta}{x^4(1+x^2-2x\eta)(1-x^2+i0)} .$$

Write $\eta/(A-B\eta)=-1/B+(A/B)/(A-B\eta)$ with $A=1+x^2$, $B=2x$. Then

$$\int_{-1}^{1}\frac{\eta\,d\eta}{1+x^2-2x\eta}=-\frac1x+\frac{1+x^2}{2x^2}L,\qquad L=\ln\left|\frac{1+x}{1-x}\right|.$$

**The imaginary part.** The $i0$ gives $-i\pi\delta(1-x^2)$, multiplied by $L-1$, which diverges at $x=1$. This is the unending phase shift of a Coulomb wave. Cut off the attraction at a large distance $1/\mu$: $L$ is then finite and the term is a purely imaginary number of order $\nu$. It changes $|1+T_1/T_0|^2$ in second order, not first.

**The real part.** The cutoff alters $L$ near $x=1$ by an even function of $x-1$, at leading order, over a width $\mu/k$. The factor $1/(1-x^2)$ is odd there, so the change vanishes with $\mu$. What remains is a principal value:

$$\mathrm{Re}\,\frac{T_1}{T_0}=-\frac{2\nu}{\pi}J,\qquad J=P\!\int_0^\infty\!\left[\frac{(1+x^2)L}{2x^3}-\frac1{x^2}\right]\frac{dx}{1-x^2}.$$

Use the partial fractions

$$\frac{1+x^2}{x^3(1-x^2)}=\frac1{x^3}+\frac{2}{x(1-x^2)},\qquad \frac1{x^2(1-x^2)}=\frac1{x^2}+\frac1{1-x^2}.$$

Then $J=J_1+K-J_2$, where

$$J_1=\int_0^\infty\!\left[\frac{L}{2x^3}-\frac1{x^2}\right]dx,\quad K=P\!\int_0^\infty\!\frac{L\,dx}{x(1-x^2)},\quad J_2=P\!\int_0^\infty\!\frac{dx}{1-x^2}.$$

The map $x\to1/x$ turns $J_2$ into $-J_2$, so $J_2=0$. Since $L'=2/(1-x^2)$, the integrand of $J_1$ is the derivative of

$$\frac L4\left(1-\frac1{x^2}\right)+\frac1{2x},$$

which is continuous at $x=1$ and vanishes at both ends ($L\approx2x$ at small $x$, $L\approx2/x$ at large $x$). So $J_1=0$.

For $K$, split $1/[x(1-x^2)]=1/x+x/(1-x^2)$. The map $x\to1/x$ leaves $L$ unchanged and turns the integral of $xL/(1-x^2)$ into $-K$. Thus $K=\int_0^\infty (L/x)\,dx-K$. The same map shows that the ranges below and above 1 contribute equally to $\int L/x\,dx$, so

$$K=\int_0^1\frac{L}{x}\,dx=2\sum_{n=0}^\infty\frac1{(2n+1)^2}=\frac{\pi^2}{4},$$

from $L=2\sum x^{2n+1}/(2n+1)$. Therefore $J=\pi^2/4$ and

$$\mathrm{Re}\,\frac{T_1}{T_0}=-\frac{\pi\nu}{2},\qquad \left|1+\frac{T_1}{T_0}\right|^2=1-\pi\nu+O(\nu^2).$$

The squared plane-wave amplitude has no linear correction of its own, so this is (6).

## Second derivation: the exact outgoing wave

The operator $p_z$ takes the 1s state into a p wave with $m_l=0$. Write the final state as $N\,(u/r)\,Y_{10}$, where

$$u''+\left(k^2+\frac{2\kappa}{r}-\frac{2}{r^2}\right)u=0 .$$

Put $u=C(kr)^2e^{-ikr}F$. The prefactor $g=r^2e^{-ikr}$ has $g'/g=2/r-ik$ and $g''/g=2/r^2-4ik/r-k^2$, so

$$rF''+(4-2ikr)F'+(2\kappa-4ik)F=0 .$$

In the variable $2ikr$ this is Kummer's equation with parameters $a=2+i\nu$ and $4$. The solution regular at the origin is

$$F=\sum_{n=0}^\infty\frac{(a)_n}{(4)_n}\frac{(2ikr)^n}{n!},\qquad (a)_n=a(a+1)\cdots(a+n-1).$$

Since $\int_0^\infty r^{3+n}e^{-sr}dr=6\,(4)_n/s^{4+n}$, term-by-term integration for $s>2k$ gives a binomial series:

$$\int_0^\infty r^3e^{-sr}F\,dr=\frac{6}{s^4}\left(1-\frac{2ik}{s}\right)^{-a}=6\,s^{a-4}(s-2ik)^{-a}.\tag{7}$$

Both sides are analytic for $\mathrm{Re}\,s>0$, so (7) holds there by continuation. It supplies both the normalization and the matrix element.

**Normalization.** The behaviour at large $r$ comes from the singularities of (7) at $s=2ik$ and $s=0$. A term $(s-s_0)^{-b}$ is the transform of $r^{b-1}e^{s_0r}/\Gamma(b)$. The singularity at $2ik$ therefore contributes

$$e^{-ikr}F\to\frac{6\,(2ikr)^{-2+i\nu}}{\Gamma(2+i\nu)}\,e^{ikr},$$

and the one at $0$ contributes the complex conjugate. As $|i^{i\nu}|=e^{-\pi\nu/2}$, the sum oscillates with amplitude $2\cdot6\,e^{-\pi\nu/2}/(4k^2r^2|\Gamma(2+i\nu)|)$. For $u$ to have unit amplitude, $C=e^{\pi\nu/2}|\Gamma(2+i\nu)|/3$. With $|\Gamma(2+i\nu)|^2=(1+\nu^2)\pi\nu/\sinh\pi\nu$,

$$C^2=\frac{1+\nu^2}{9}\,D,\qquad D=\frac{2\pi\nu}{1-e^{-2\pi\nu}} .$$

For unit amplitude, $\int u_ku_{k'}dr$ contains $(\pi/2)\delta(k-k')=(\pi/2)(\hbar^2k/m)\delta(E-E')$. Normalization per unit energy then requires $N^2=2m/(\pi\hbar^2k)$.

**Matrix element.** Differentiation gives $p_z\psi=i\hbar\kappa\cos\vartheta\,\psi$, and $\int Y_{10}^*\cos\vartheta\,d\Omega=\sqrt{4\pi/3}$. The radial integral is $Ck^2$ times (7) at $s=\kappa+ik$. To fix the branch, let $s=x+ik$ with $x$ falling from infinity to $\kappa$. Then

$$1-\frac{2ik}{s}=\frac{x-ik}{x+ik}=e^{-2i\arctan(k/x)},$$

whose phase starts from zero. At the end point put $\chi=\arctan(k/\kappa)=\operatorname{arccot}\nu$. The power $-(2+i\nu)$ gives $e^{4i\chi}e^{-2\nu\chi}$, while $s^{-4}=(k^2+\kappa^2)^{-2}e^{-4i\chi}$. The phases cancel, and (7) equals $6e^{-2\nu\chi}/(k^2+\kappa^2)^2$.

**Assembly.** Squaring all factors,

$$|M|^2=\hbar^2\kappa^2\,\frac{\kappa^3}{\pi}\,\frac{4\pi}{3}\,\frac{2m}{\pi\hbar^2k}\,\frac{(1+\nu^2)D}{9}\,k^4\,\frac{36\,e^{-4\nu\chi}}{(k^2+\kappa^2)^4}$$

$$=\frac{32m}{3\pi}\,\frac{\kappa^5k^3}{(k^2+\kappa^2)^4}\,(1+\nu^2)D\,e^{-4\nu\chi}.$$

Multiplying by $4\pi^2e^2/(m^2c\omega)$ reproduces (4) times the Coulomb factors: $\sigma=\sigma_{PW}(1+\nu^2)De^{-4\nu\chi}$. Dividing by $\sigma_B$,

$$R\equiv\frac{\sigma}{\sigma_B}=\frac{1}{\sqrt{1+\nu^2}}\;\frac{2\pi\nu}{1-e^{-2\pi\nu}}\;e^{-4\nu\operatorname{arccot}\nu}.\tag{8}$$

Since $\nu/\sqrt{1+\nu^2}=(I/\hbar\omega)^{1/2}$, this is the same as

$$\sigma=\frac{2^9\pi^2}{3}\,\frac{\alpha a_0^2}{Z^2}\left(\frac{I}{\hbar\omega}\right)^4\frac{e^{-4\nu\operatorname{arccot}\nu}}{1-e^{-2\pi\nu}} .$$

**Expansion.** Insert $\operatorname{arccot}\nu=\pi/2-\arctan\nu$ and $D=e^{\pi\nu}\,\pi\nu/\sinh\pi\nu$:

$$\ln R=-\pi\nu+4\nu\arctan\nu-\ln\frac{\sinh\pi\nu}{\pi\nu}-\tfrac12\ln(1+\nu^2).$$

Every term after the first is even in $\nu$. Their quadratic parts are $4\nu^2$, $-\pi^2\nu^2/6$ and $-\nu^2/2$, so

$$\boxed{R=\exp\!\left[-\pi\nu+\left(\tfrac72-\tfrac{\pi^2}{6}\right)\nu^2+O(\nu^4)\right]}\tag{9}$$

with quadratic coefficient $1.855$. The first order is (6), and the factor $e^{-\pi\nu}$, or $\exp(-\pi Z/k)$ with $k$ in units of $1/a_0$, carries the whole odd part of $\ln R$.

The sign results from a competition. The attraction enlarges the outgoing wave near the nucleus, which raises the cross section by $D\approx1+\pi\nu$. The overlap factor $e^{-4\nu\chi}\approx1-2\pi\nu$ lowers it by twice as much.

At threshold $\nu\to\infty$, $\nu\operatorname{arccot}\nu\to1$, and (8) gives $R\to2\pi/e^4=0.115$. The cross section of hydrogen there is finite, 6.30 Mbarn, whereas (5) would give almost nine times as much.

## How slow the approach is

From (1), $\nu=(\hbar\omega/I-1)^{-1/2}$. At high energy the relative error of the Born law therefore falls as $\pi(I/\hbar\omega)^{1/2}$, so a tenfold smaller error needs roughly a hundredfold larger photon energy.

The local exponents are affected too. At high energy $d\nu/d\ln\omega\approx-\nu/2$. At fixed $\omega$, $\nu$ is nearly proportional to $Z$. Hence

$$\frac{d\ln\sigma}{d\ln\omega}=-\frac72+\frac{\pi\nu}{2}+O(\nu^2),\qquad \frac{d\ln\sigma}{d\ln Z}=5-\pi\nu+O(\nu^2).$$

The following values come from (8), with exponents found by central differences.

| $\hbar\omega/I$ | $R$ | $e^{-\pi\nu}$ | $\omega$ exponent | $Z$ exponent |
|---|---|---|---|---|
| 10 | 0.429 | 0.351 | −3.13 | 4.27 |
| 100 | 0.743 | 0.729 | −3.36 | 4.72 |
| 1000 | 0.907 | 0.905 | −3.45 | 4.90 |
| 10000 | 0.969 | 0.969 | −3.48 | 4.97 |

At a hundred times the binding energy the Born law is still too large by about a third of the true dipole value, although the $\omega$ exponent differs from $-7/2$ by just 0.14. A nearly straight line on a logarithmic plot is thus weak evidence that the absolute law has been reached.

## Where relativity intervenes

The photon's momentum $\hbar\omega/c$, so far dropped, changes the plane-wave result by an amount that can be estimated. Let $\beta=\hbar k/(mc)$ and let $\eta$ now be the cosine of the angle between electron and photon. The argument of $\varphi$ becomes $|\mathbf k-\mathbf K|$ with $K=\omega/c$. By (1), $K/(k^2+\kappa^2)=\hbar/(2mc)$, so for small $\nu$ the denominator in (3) is multiplied, before squaring, by $1-\beta\eta+\beta^2/4$. The cross section then contains

$$(1-\beta\eta+\beta^2/4)^{-4}=1+4\beta\eta-\beta^2+10\beta^2\eta^2+\dots$$

The polarization is perpendicular to $\mathbf K$, so $k_z$ is unchanged, and its square averaged around the photon direction is proportional to $1-\eta^2$. With this weight $\langle\eta\rangle=0$ and $\langle\eta^2\rangle=1/5$. The total changes by the factor $1+\beta^2$. Other relativistic effects of the same order cancel most of this change. Sauter's relativistic cross section, which is of lowest order in $\alpha Z$, exceeds (5) at the same photon energy by the factor $1+\beta^2/8$ when $\beta$ is small. Thus $\beta^2$ measures the effect of retardation alone, and the net change of the total is much smaller. The coefficient $1/8$ is the limit $\nu\to0$. At finite $\nu$ the Dirac equation for a point charge, with retardation kept, gives a smaller coefficient relative to (8): about 0.08 at $\nu=0.1$ and 0.06 at $\nu=0.2$ when $\beta^2=0.01$.

Solving (8) numerically, $R=0.9$ requires $\hbar\omega\approx855\,I$. For hydrogen this is 11.6 keV, where $\beta^2=0.045$: retardation alone would change the total by almost half the remaining Coulomb deficit, but the net relativistic change is only about 0.5% (0.6% from $\beta^2/8$, lowered by the finite $\nu$). The value $R=0.99$ requires $\hbar\omega\approx9.7\times10^4\,I$, which for hydrogen is 1.32 MeV, or $2.6\,mc^2$. The nonrelativistic formula has lost its meaning there.

Because $I\propto Z^2$, the energy for $R=0.9$ grows as $Z^2$ and equals $mc^2$ at $Z\approx6.6$. Since $R$ rises steadily with photon energy, from $Z=7$ upward the exact dipole result stays more than 10% below the Born value ($R<0.9$) at every photon energy below $mc^2$. The range in which the Born law is accurate and the motion still nonrelativistic is therefore narrow. Even for hydrogen, where $mc^2/I\approx3.8\times10^4$, (8) gives only $R=0.95$ at $\hbar\omega=0.1\,mc^2$; from $Z=3$ upward, $R$ is below 0.9 at that energy.

## Worked example

Take a model K shell with $Z=6$: two independent electrons, each seeing the bare nuclear charge, so the cross section is $2\sigma$. Let $\hbar\omega=10$ keV. The binding energy is $I=36\times13.6057\ \text{eV}=0.4898$ keV, and

$$\frac{\hbar\omega}{I}=20.42,\qquad \nu=\frac1{\sqrt{19.42}}=0.227,\qquad \beta^2=0.037 .$$

With $a_0^2=2.800\times10^7$ barn and $\alpha=0.0072974$, the Born law gives

$$2\sigma_B=2\cdot\frac{256\pi}{3}\cdot\frac{0.0072974\times2.800\times10^7}{36}\cdot(20.42)^{-7/2}\ \text{barn}\approx79\ \text{barn}.$$

The exponent in (9) is $-0.713+0.096=-0.617$, so $R\approx0.539$; the closed form (8) also gives 0.539. The factor $e^{-\pi\nu}$ alone would give 0.490. The dipole cross section is

$$2\sigma\approx0.539\times79\ \text{barn}\approx43\ \text{barn}=4.3\times10^{-23}\ \text{cm}^2 .$$

Keeping the plane wave at its true $k$, as in (4), gives 73 barn. Most of the discrepancy therefore comes from the force on the outgoing electron and not from replacing $k^2$ by $k^2+\kappa^2$. That force lowers the plane-wave value by 42%, far more than the effect of retardation alone (about 4%) or the net relativistic change (about 0.2% from the Dirac equation; $\beta^2/8$, which holds for $\nu\to0$, would give 0.5%).

## What each derivation assumes

Both derivations assume a single electron, a point nucleus, no screening, nonrelativistic motion and the dipole approximation. Both use the velocity form.

The first also assumes that the scattering series can be ordered in powers of $\nu$. It needs a temporary cutoff of the Coulomb tail, and the imaginary part of $T_1/T_0$ grows without limit when the cutoff is removed. One must then suppose that higher terms gather this growth into a phase, which has no effect on the cross section. The calculation does not prove this, and it yields $1-\pi\nu$ without showing that an exponential is the natural form. In return, it needs no special functions, and it locates the correction: the integral $J$ extends over intermediate momenta comparable with $\hbar k$, hence over distances of order $1/k$ from the nucleus.

The second assumes nothing about the size of $\nu$. It justifies the supposition made in the first, supplies the $\nu^2$ term, and holds down to threshold within the model. Its price is that it rests on the solvability of the pure $1/r$ potential. Equation (7) applies directly because the 1s orbital is a pure exponential and the velocity operator leaves just the power $r^3$ under the integral. The phases cancel at $s=x+ik$ for every $x>0$, as they must because $u$ is real. That the orbital and the outgoing wave belong to the same nuclear charge fixes $x=\kappa$, so that $\chi=\operatorname{arccot}\nu$ and $R$ depends on $\nu$ alone.
